# Why photoexcited silicon's reflectivity falls, then rises, with carrier density

Suppose a probe pulse finds that the reflectivity of laser-excited silicon is 0.27, and a simulation of the heating needs the carrier density. With the rough 800 nm parameters used below and no collisions, two densities fit: $1.10\times10^{21}$ and $4.20\times10^{21}\ \mathrm{cm^{-3}}$. One lies on a falling branch of the reflectivity curve, the other on a rising branch. To choose between them, one must know whether the density has passed the minimum, and so where the minimum lies. It is tempting to place the plasma resonance there, but the collisionless minimum is a match between silicon and vacuum, and it comes before the resonance.

## The setting

Light of fixed angular frequency $\omega$ falls at normal incidence from vacuum on a half-space of silicon, $z>0$. Fields vary as $e^{-i\omega t}$, so absorption makes $\operatorname{Im}\varepsilon$ positive. SI formulas are used, with densities in $\mathrm{cm^{-3}}$. The unexcited crystal has a real relative permittivity $\varepsilon_b>1$. The excited electron-hole density $n$ is at first taken as uniform, with a sharp surface and with $\varepsilon_b$ unaffected by the excitation.

Three contributions are then weighed: the bound electrons, the inertia of the free carriers, and their collisions. The limits of a uniform layer and a fixed band structure follow.

## Bound electrons and free carriers

The bound electrons give the polarization

$$P_b=\varepsilon_0\chi_bE,\qquad \chi_b=\varepsilon_b-1>0,$$

which is in phase with the field.

For the free carriers, let electrons and holes have masses $m_e^*$ and $m_h^*$ and a common collision time $\tau$. Their velocities obey

$$\dot v_e=-\frac{eE}{m_e^*}-\frac{v_e}{\tau},\qquad
\dot v_h=\frac{eE}{m_h^*}-\frac{v_h}{\tau}.$$

The current is $J=ne(v_h-v_e)$. Subtracting the equations and multiplying by $ne$ gives

$$\dot J=\frac{ne^2}{m}E-\frac{J}{\tau},\qquad
\frac1m=\frac1{m_e^*}+\frac1{m_h^*}.$$

The two species add because opposite charges moving in opposite directions carry current the same way. With $\dot J=-i\omega J$,

$$J=\frac{ne^2}{m}\,\frac{E}{1/\tau-i\omega}.$$

A current is the rate of change of polarization, $J=-i\omega P_f$, so $P_f=iJ/\omega$. Define $g=1/(\omega\tau)$. Since $1/\tau-i\omega=-i\omega(1+ig)$,

$$P_f=-\frac{ne^2}{m\omega^2}\frac{E}{1+ig}.$$

Without collisions, $g=0$ and $P_f$ is opposite to the field. This is inertia: a free particle driven by an oscillating force has its acceleration along the force, and its displacement is opposite to its acceleration.

Adding both polarizations gives

$$\varepsilon=\varepsilon_b-\frac{x}{1+ig},\qquad
x=\frac n{n_c},\qquad n_c=\frac{\varepsilon_0m\omega^2}{e^2}.$$

For $g=0$ this is the straight line $\varepsilon=\varepsilon_b-x$. It starts above one, so it must pass one before it reaches zero:

$$n_1=(\varepsilon_b-1)n_c\quad(\varepsilon=1),\qquad
n_0=\varepsilon_bn_c\quad(\varepsilon=0).$$

Hence $n_1/n_0=1-1/\varepsilon_b$ and $n_0-n_1=n_c$. At $n_1$ the free carriers cancel the bound polarization. At $n_0$ they also cancel the vacuum term in $D=\varepsilon_0E+P$, which takes one further $n_c$.

## Which polarization makes the reflected wave?

Reflection is the backward radiation of the polarized material. Maxwell's equations in one dimension give

$$E''+k_0^2E=-\frac{k_0^2P}{\varepsilon_0},\qquad k_0=\frac{\omega}{c}.$$

A thin sheet at $z'$ with polarization $P\,dz'$ radiates $A e^{ik_0|z-z'|}$. The slope of this wave jumps by $2ik_0A$ at the sheet, and the equation requires a jump of $-k_0^2P\,dz'/\varepsilon_0$. Therefore $A=ik_0P\,dz'/(2\varepsilon_0)$.

Let the incident amplitude be one and the field inside be $te^{iNk_0z}$, with $N=\sqrt\varepsilon$ and $\operatorname{Im}N\ge0$. The total polarization is $P=\varepsilon_0(N^2-1)E$. Inside, the incident wave plus all sheet waves must reproduce the field:

$$te^{iNk_0z}=e^{ik_0z}+\frac{ik_0(N^2-1)t}{2}\left[I_<+I_>\right].$$

The sheets in front of $z$ and those behind it contribute

$$I_<=\int_0^z e^{ik_0(z-z')+iNk_0z'}dz'
=\frac{e^{iNk_0z}-e^{ik_0z}}{i(N-1)k_0},$$

$$I_>=\int_z^\infty e^{ik_0(z'-z)+iNk_0z'}dz'
=-\frac{e^{iNk_0z}}{i(N+1)k_0}.$$

The upper limit drops out with a vanishingly small absorption. The terms in $e^{iNk_0z}$ balance, because $1/(N-1)-1/(N+1)=2/(N^2-1)$. The terms in $e^{ik_0z}$ must cancel:

$$1-\frac{(N^2-1)t}{2(N-1)}=0
\quad\Rightarrow\quad t=\frac2{N+1}.$$

At $N=1$ this is taken as a limit. In front of the surface the sheets radiate $re^{-ik_0z}$, with

$$r=\frac{ik_0(N^2-1)t}{2}\int_0^\infty e^{i(N+1)k_0z'}dz'
=-\frac{N^2-1}{(N+1)^2}=\frac{1-N}{1+N}.$$

The middle form separates the contributions. For $g=0$, $N^2-1=\chi_b-x$, so

$$r=r_b+r_f,\qquad r_b=-\frac{\chi_b}{(N+1)^2},\qquad r_f=+\frac{x}{(N+1)^2}.$$

Both are driven by the same total field inside, so neither is a reflection that could be measured alone, and each may exceed one. Bound electrons win below $n_1$, free carriers win above it, and at $n_1$ nothing is radiated backward.

## The fall and the rise

Take $g=0$ and $\varepsilon>0$. Then $r$ is real and the reflectivity is $R=r^2$. From $dr/dN=-2/(1+N)^2$ and $dN/d\varepsilon=1/(2N)$,

$$\frac{dR}{d\varepsilon}=2r\left(-\frac{2}{(1+N)^2}\right)\frac1{2N}
=\frac{2(N-1)}{N(N+1)^3}.$$

This has the sign of $\varepsilon-1$. Since $\varepsilon$ decreases as $n$ grows, $R$ falls until $n_1$ and rises after it.

At $\varepsilon=0$, $N=0$ and $R=1$. For $\varepsilon<0$, write $N=i\kappa$ with $\kappa>0$. Then $r=(1-i\kappa)/(1+i\kappa)$ is a number divided by its complex conjugate, so $|r|=1$. The field decays into the silicon without carrying power there.

The two branches have very different widths. Replacing $N$ by $1/N$ changes $r$ to $-r$, so $\varepsilon$ and $1/\varepsilon$ give the same $R$. The starting reflectivity therefore returns at $\varepsilon=1/\varepsilon_b$. The fall occupies a density range $(\varepsilon_b-1)n_c$, and the return occupies $(1-1/\varepsilon_b)n_c$, which is smaller by the factor $\varepsilon_b$.

## Numbers for silicon at 800 nm

Take the rough typical values $\varepsilon_b=13.5$ and $m=0.18$ electron masses. With $\omega=2.3546\times10^{15}\ \mathrm{s^{-1}}$,

$$n_c=\frac{(8.854\times10^{-12})(0.18)(9.109\times10^{-31})(2.3546\times10^{15})^2}{(1.602\times10^{-19})^2}\ \mathrm{m^{-3}},$$

which is $0.3136\times10^{21}\ \mathrm{cm^{-3}}$. In units of $10^{21}\ \mathrm{cm^{-3}}$, $n_1=12.5\times0.3136=3.92$ and $n_0=13.5\times0.3136=4.23$. The starting reflectivity, 0.327, returns at 4.21.

At $x=10$, $\varepsilon=3.5$ and $(N+1)^2=8.24$. The parts are $r_b=-12.5/8.24=-1.517$ and $r_f=10/8.24=1.214$. They leave $r=-0.303$ and $R=0.092$. At $x=12.5$, $(N+1)^2=4$ and the parts are $-3.125$ and $+3.125$.

The two densities in the opening are a pair $\varepsilon$, $1/\varepsilon$: $\varepsilon=10$ at $x=3.5$, and $\varepsilon=0.1$ at $x=13.4$.

The table compares the collisionless result with $\tau=1$ fs, a rough value for such a dense plasma. Here $\tau$ is held fixed as the density changes.

| $x$ | $n$ ($10^{21}\ \mathrm{cm^{-3}}$) | $R$, no collisions | $R$, $\tau=1$ fs |
|---:|---:|---:|---:|
| 0 | 0 | 0.327 | 0.327 |
| 8 | 2.51 | 0.162 | 0.222 |
| 10 | 3.14 | 0.092 | 0.205 |
| 12.5 | 3.92 | 0 | 0.220 |
| 13.5 | 4.23 | 1 | 0.242 |
| 16 | 5.02 | 1 | 0.334 |
| 20 | 6.27 | 1 | 0.498 |

The fall and the rise survive collisions. The zero and the abrupt total reflection do not.

## What collisions change

Separate the free-carrier term into real and imaginary parts:

$$-\frac{x}{1+ig}=-\frac{x}{1+g^2}+\frac{igx}{1+g^2}.$$

The first part still opposes the bound polarization. The second is a quarter cycle out of phase with the field and absorbs energy, and the bound electrons have nothing to cancel it with. For $\tau=1$ fs, $g=0.425$. When the real parts cancel, $x/(1+g^2)=12.5$, and the leftover susceptibility is $i(0.425)(12.5)=5.3i$. That is far from a match to vacuum.

Why does $R$ still fall first? At zero density $r$ is real, so to first order only the real part of $dr$ changes $R=|r|^2$. With $N_b=\sqrt{\varepsilon_b}$,

$$dr=-\frac{d\varepsilon}{N_b(N_b+1)^2},\qquad
\operatorname{Re}d\varepsilon=-\frac{dx}{1+g^2},$$

and therefore

$$\left.\frac{dR}{dx}\right|_0=2\,\frac{1-N_b}{1+N_b}\,\frac{1}{N_b(N_b+1)^2(1+g^2)}
=-\frac{2(N_b-1)}{N_b(N_b+1)^3(1+g^2)}<0.$$

At the other end, $x\to\infty$ makes $|N|\to\infty$ and $R\to1$. A continuous curve that starts downward and ends above its starting value has a minimum in between. Within this model that holds for every finite $g$.

### Weak collisions

Near the match write $\varepsilon=1+\delta$. Then $N\approx1+\delta/2-\delta^2/8$ and

$$r\approx-\frac{\delta}{4}\,\frac{1-\delta/4}{1+\delta/4}\approx-\frac\delta4\left(1-\frac\delta2\right),\qquad
R\approx\frac{|\delta|^2}{16}(1-\operatorname{Re}\delta).$$

First keep only $|\delta|^2/16$. With $u=x/(1+g^2)$, $|\delta|^2=(\chi_b-u)^2+g^2u^2$. Setting its derivative to zero gives $u=\chi_b/(1+g^2)$, and

$$R_{\min}\approx\frac{\chi_b^2g^2}{16(1+g^2)}\approx\frac{\chi_b^2g^2}{16},
\qquad \chi_bg\ll1.$$

The condition is strict, because $\chi_b$ is large. At $\tau=200$ fs the formula gives $4.40\times10^{-5}$, as does direct minimization of $R$. At 10 fs, where $\chi_bg=0.53$, it gives 0.0176 against 0.0150.

At this order the minimum stays at $x=u(1+g^2)=\chi_b$. The factor $1-\operatorname{Re}\delta$ moves it. Put $a=\operatorname{Re}\delta=\chi_b-u$ and minimize $[a^2+g^2(\chi_b-a)^2](1-a)$. To leading order in $g^2$ the derivative vanishes when

$$2a-2g^2\chi_b-g^2\chi_b^2=0,\qquad a=g^2\chi_b+\tfrac12g^2\chi_b^2.$$

Then $x=(\chi_b-a)(1+g^2)\approx\chi_b-\tfrac12g^2\chi_b^2$. Weak collisions thus move the minimum to lower density, with $\operatorname{Re}\varepsilon$ above one.

### Strong collisions

Numerical minimization continues this into the range where the expansion fails:

| $\tau$ (fs) | $n$ at minimum ($10^{21}\ \mathrm{cm^{-3}}$) | $R_{\min}$ | $\varepsilon$ at minimum |
|---:|---:|---:|---:|
| 0.5 | 3.00 | 0.272 | $7.9+4.7i$ |
| 1 | 3.32 | 0.204 | $4.5+3.8i$ |
| 3 | 3.71 | 0.083 | $1.9+1.6i$ |
| 10 | 3.88 | 0.015 | $1.14+0.53i$ |
| 100 | 3.92 | 0.0002 | $1.00+0.05i$ |

For $\tau=1$ fs the minimum is a shallow dip from 0.327 to 0.204, and $\operatorname{Re}\varepsilon$ there is 4.5. Reading the dip as $\varepsilon=1$ in the collisionless formula would give 3.92 instead of 3.32, a density 18% too high relative to the damped model. The condition $\operatorname{Re}\varepsilon=0$ is met at $x=13.5(1+g^2)=15.9$, where $R$ is about 0.33 and nothing abrupt happens.

## What a finite depth changes

Light creates more carriers near the surface than deeper down. Let the density fall as $e^{-z/L}$, with its surface value at $n_1$, so that

$$\varepsilon(z)=\varepsilon_b-\chi_be^{-z/L},\qquad \varepsilon'(0)=\chi_b/L.$$

The surface matches vacuum, but the rising permittivity behind it sends some light back. Define $Y=E'/(ik_0E)$. The wave equation $E''=-k_0^2\varepsilon E$ gives

$$Y'=ik_0(\varepsilon-Y^2).$$

In a slowly varying medium $Y=N+\eta$ with small $\eta$. To leading order $N'=-2ik_0N\eta$, so $\eta=iN'/(2k_0N)$. Continuity of $E$ and $E'$ at the surface gives $r=(1-Y)/(1+Y)$. With $N=1$ and $N'=\varepsilon'/2$ there,

$$r\approx-\frac{\eta}{2}=-\frac{iN'}{4k_0},\qquad
|r|\approx\frac{\chi_b}{8k_0L},\qquad \frac{\chi_b}{k_0L}\ll1.$$

For $L=10\ \mathrm{\mu m}$, $k_0L=78.5$ and $R\approx(12.5/628)^2=0.0004$. A numerical solution with the profile cut into thin uniform layers agrees, giving 0.00038. For $L=1\ \mathrm{\mu m}$ the condition fails, and the layered solution gives 0.017. For 300 nm it gives 0.061. For this profile without collisions, the reflectivity at the matching surface density thus comes close to zero only when the plasma is deep.

With $\tau=1$ fs the depth matters less. The minimum of 0.204 for a uniform plasma becomes 0.211 for $L=1\ \mathrm{\mu m}$ and 0.225 for 300 nm. The surface density at the minimum moves from 3.32 to 3.28 and 3.21 (a scan in steps of 0.03 places it at 3.29 and 3.20). These runs used 3000 layers over a depth of $10L$; going from 1500 to 3000 changed $R$ by less than $10^{-4}$. Thinner plasmas change more. In the uniform damped plasma at its minimum, the light intensity falls by a factor $e$ in about 77 nm; for a profile with $L=75$ nm the minimum is 0.261, at a surface density of 2.99.

## What the band structure changes

**Mass.** The density $n_1$ is proportional to $m$. Rough band-edge values for the electrons are 0.92 along a valley and 0.19 across it. Averaging inverse masses over the three axes gives $m_e^*=3/(1/0.92+2/0.19)=0.258$. For holes of mass 0.49 and 0.16, populations scale as $m^{3/2}$ and each carrier responds as $1/m$, so

$$m_h^*=\frac{0.49^{3/2}+0.16^{3/2}}{0.49^{1/2}+0.16^{1/2}}=0.37.$$

Together they give $m=0.152$ and $n_1=3.31$.

Below roughly 6000 K the electrons are degenerate at this density, in the sense that their chemical potential lies above the band edge, and they fill states where the bands are no longer parabolic. An intense pulse can make them hotter than that, so the zero-temperature filling used here is only a rough guide. Take $E(1+\alpha E)=\hbar^2k^2/(2m_d)$ with a rough $\alpha=0.5\ \mathrm{eV^{-1}}$ and $m_d=(0.92\times0.19^2)^{1/3}=0.32$. Here $k$ is rescaled to make each valley spherical. Filling six valleys at zero temperature up to $k_F=(3\pi^2n_1/6)^{1/3}$, with $n_1=3.92$, gives a Fermi energy $E_F=0.65$ eV.

The response contains the second derivative of $E$, averaged over the filled sphere. By the divergence theorem this average is $E'(k_F)/k_F$. Differentiating the band relation gives

$$\frac{E'(k_F)}{k_F}=\frac{\hbar^2}{m_d(1+2\alpha E_F)}.$$

The electron response is reduced by $1+2(0.5)(0.65)=1.65$, so $m_e^*$ becomes 0.43. With the hole mass unchanged, $m=0.198$ and $n_1=4.31$. This is only an indication, because the holes are degenerate too: with the masses above, their Fermi energy would be well above 1 eV, where band-edge masses no longer apply; a local pseudopotential band structure without spin-orbit coupling puts it near 0.7 eV. The chosen 0.18 lies between the two estimates, but they do not bracket the real value. The same band structure gives an intraband mass of about 0.205 at a carrier temperature of 1500 K and 0.26 at 6000 K. Only when the changes of the interband response described next are folded into one effective mass does it return to about 0.14 to 0.19.

**Bound response.** At $n_1$, 2.0% of the $2\times10^{23}\ \mathrm{cm^{-3}}$ valence electrons are excited. If each took only an equal share of the bound response with it, $\chi_b$ and $n_1$ would drop by 2%. This is far too small for silicon. The emptied states lie near the top of the valence band, where the direct gaps are smallest and the coupling across the gap is strongest, and the excited electrons also block final states. The pseudopotential band structure gives a drop of $\chi_b$ by 15 to 20% at this density for carrier temperatures from 6000 down to 1500 K, which lowers $n_1$ by about 15%. Transitions within the valence or conduction bands, left out of the model, lower $\operatorname{Re}\varepsilon$ further and absorb even without collisions. A shrinking gap acts the other way. In a single-oscillator estimate, $\chi_b\propto1/(E_o^2-\hbar^2\omega^2)$. Lowering $E_o$ from 4.0 to 3.7 eV at a photon energy of 1.55 eV raises $\chi_b$, and hence $n_1$, by 20%. Both energies are rough assumptions.

## Weighing the contributions

| Change | Density shift | Reference |
|---|---:|---|
| Collisions, 1 fs | −15% | minimum, no collisions |
| Depth 300 nm | −3% | minimum, uniform, 1 fs |
| Mass 0.152 | −16% | $n_1$, mass 0.18 |
| Mass 0.198 | +10% | $n_1$, mass 0.18 |
| Band filling | about −15% (equal share: −2%) | $n_1$, fixed $\chi_b$ |
| Gap smaller by 0.3 eV | +20% | $n_1$, fixed $\chi_b$ |

The shifts are separate estimates and need not add. Collisions at 1 fs change the character of the curve, turning a zero followed by total reflection into a shallow dip. A finite depth also fills the zero, but less: without collisions, $R$ at the matching surface density is 0.061 for 300 nm. It softens the jump to total reflection as well: with the surface density at $n_0$, $R$ is then 0.08 instead of 1, because the permittivity rises again behind the surface. Mass, band filling and gap mainly move the density scale, so a density read from the dip is uncertain by some tens of percent even if $R$ is measured perfectly.

For real silicon under an intense femtosecond pulse, densities of $10^{21}$ to $10^{22}\ \mathrm{cm^{-3}}$ are the relevant rough range, and the example lies inside it. For the minimum reflectivity, the most serious of the simplifications compared here is the absence of collisions: including them with $\tau=1$ fs raises the minimum from 0 to 0.20.

The rise also bears on the detection of melting. Liquid silicon is metallic and reflects more than the cold crystal, but a dense plasma in a solid can raise $R$ too. For a uniform plasma with $\tau=1$ fs, $R$ regains its cold value at $4.97\times10^{21}\ \mathrm{cm^{-3}}$ and exceeds it at higher density. One 1.55 eV photon per pair at that density would store about $1200\ \mathrm{J/cm^3}$, but this is too low, because the lowest states are already filled and further pairs cost more. With the masses above and a gap of 1.12 eV, filling the bands at zero temperature takes about 2.8 eV per pair, or $2200\ \mathrm{J/cm^3}$. This is only a rough figure. It uses the hole masses beyond their range, which overestimates the cost: the pseudopotential bands give about 2.0 eV per pair at zero temperature. It also leaves out the thermal energy of hot carriers, which raises that value to about 3.2 eV at 6000 K. Shared with the lattice at a rough $2\ \mathrm{J/(cm^3\,K)}$, $2200\ \mathrm{J/cm^3}$ heats it by about 1100 K, and the range 2.0 to 3.2 eV per pair by about 800 to 1300 K. Silicon at room temperature must warm by about 1400 K to reach its melting point, and then needs latent heat as well, so in this estimate heating by the stored energy alone does not melt it. Absorption by the carriers themselves and pairs lost to recombination raise the energy actually deposited. A rise in $R$ therefore does not by itself establish melting; its timing and further optical data are needed.
